# Singlet–Triplet Neutron Scattering from a Spin-1/2 Heisenberg Dimer

## Problem

Two identical magnetic ions, each with spin 1/2 and with the same isotropic $g$-factor and form factor, sit at $\mathbf r_1$ and $\mathbf r_2=\mathbf r_1+\mathbf R$. They are coupled by

$$H=J\,\mathbf S_1\cdot\mathbf S_2,\qquad J>0 .$$

Atomic units are used in the algebra, so $\hbar=1$ and spins are pure numbers. A neutron transfers the wavevector $\mathbf Q$ and the energy $\omega$ to the dimer. Define

$$\mathbf S_{\mathbf Q}=e^{i\mathbf Q\cdot\mathbf r_1}\mathbf S_1+e^{i\mathbf Q\cdot\mathbf r_2}\mathbf S_2 .$$

The neutron feels the magnetic field of the spins. That field has zero divergence, so its Fourier component is perpendicular to $\mathbf Q$, and only the part of $\mathbf S_{\mathbf Q}$ perpendicular to $\mathbf Q$ scatters. For unpolarized neutrons the squared amplitude is the squared length of this part. With $\hat{\mathbf Q}=\mathbf Q/Q$, the dimensionless intensity per dimer is

$$I(\mathbf Q,\omega)=\sum_{ab}(\delta_{ab}-\hat Q_a\hat Q_b)\sum_{if}p_i\,\langle i|(S^a_{\mathbf Q})^\dagger|f\rangle\langle f|S^b_{\mathbf Q}|i\rangle\,\delta(\omega-E_f+E_i),$$

where $p_i$ is the thermal population of the state $i$. Three factors are left out and must be restored before comparison with raw counts: the ratio of final to initial neutron wavenumber, the squared magnetic form factor and the Debye–Waller factor. A constant coupling strength is also left out.

The dimers are isolated from one another, there is no applied field, and $J$ and $\mathbf R$ do not change with temperature.

1. Find the integrated intensity of the line in which the dimer is raised from the singlet to the triplet, as a function of $\mathbf Q$, at low temperature.
2. Average it over the orientations of a powder.
3. Find how the line depends on temperature.
4. Evaluate the results for the model parameters $J=0.010$ eV and $R=3.0$ Å.

## A tempting solution, which is wrong

The neutron can excite the dimer by acting on either spin. One spin 1/2 has $\langle (S^a)^2\rangle=1/4$ for each component $a$, so each site contributes an amplitude of size $1/2$. The two ions are identical, so their amplitudes are equal apart from the phase factors of their positions. The strength per component is then

$$\frac14\left|e^{i\mathbf Q\cdot\mathbf r_1}+e^{i\mathbf Q\cdot\mathbf r_2}\right|^2=\frac{1+\cos\mathbf Q\cdot\mathbf R}{2}.$$

Two components are perpendicular to $\mathbf Q$, which gives $1+\cos\mathbf Q\cdot\mathbf R$ for the crystal and $1+\sin(QR)/(QR)$ for the powder. The line would be strongest at small $Q$, where both expressions tend to 2.

## Where it fails

The limit $\mathbf Q\to0$ exposes the error. There $\mathbf S_{\mathbf Q}$ becomes the total spin $\mathbf S=\mathbf S_1+\mathbf S_2$. The total spin commutes with $\mathbf S_1\cdot\mathbf S_2$, hence with $H$. An operator that commutes with $H$ cannot connect states of different energy, so the line must vanish at $\mathbf Q=0$. The tempting answer gives its largest value there.

The faulty step is "identical ions, therefore equal amplitudes". Let $P$ exchange the two spins. Then $\mathbf S_2=P\,\mathbf S_1P$. The triplet states are even under exchange, $P|t\rangle=|t\rangle$, but the singlet is odd, $P|s\rangle=-|s\rangle$. Therefore

$$\langle t|\mathbf S_2|s\rangle=\langle t|P\,\mathbf S_1P|s\rangle=(+1)(-1)\langle t|\mathbf S_1|s\rangle=-\langle t|\mathbf S_1|s\rangle .$$

The equivalence of the ions fixes the magnitudes of the two amplitudes to be equal. Their relative sign comes from the symmetry of the two states, and here it is negative. The cancellation at $\mathbf Q=0$ is complete only because both moments couple equally. If the two sites carried relative weights $g_1\neq g_2$, the amplitudes would leave the difference $g_1-g_2$, and the line would keep the intensity $(g_1-g_2)^2/2$ as $\mathbf Q\to0$.

The $z$ component shows this explicitly. With

$$|s\rangle=\frac{|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle}{\sqrt2},\qquad |t_0\rangle=\frac{|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle}{\sqrt2},$$

the operator $S_1^z$ multiplies the first term of $|s\rangle$ by $+1/2$ and the second by $-1/2$, so $S_1^z|s\rangle=\tfrac12|t_0\rangle$. For $S_2^z$ the two factors are interchanged, so $S_2^z|s\rangle=-\tfrac12|t_0\rangle$.

## Right solution

### Levels

Squaring $\mathbf S=\mathbf S_1+\mathbf S_2$ gives $\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2$. Each single-spin square equals $\tfrac12\cdot\tfrac32=\tfrac34$, so

$$\mathbf S_1\cdot\mathbf S_2=\frac12\left[S(S+1)-\frac32\right].$$

This is $-3/4$ for the singlet, $S=0$, and $+1/4$ for the three triplet states, $S=1$. Hence $E_s=-3J/4$, $E_t=J/4$, and the gap is $J$. The line asked for lies at $\omega=J$.

### Intensity of a cold crystal

The singlet has zero total spin, so $\sum_a\|S^a|s\rangle\|^2=\langle s|\mathbf S^2|s\rangle=0$. Each term in the sum is non-negative and must vanish. Thus $(S_1^a+S_2^a)|s\rangle=0$ for every component, or $S_2^a|s\rangle=-S_1^a|s\rangle$, and

$$S^a_{\mathbf Q}|s\rangle=\left(e^{i\mathbf Q\cdot\mathbf r_1}-e^{i\mathbf Q\cdot\mathbf r_2}\right)S_1^a|s\rangle .$$

The state $S_1^a|s\rangle$ has no singlet part. Exchange symmetry gives $\langle s|S_1^a|s\rangle=\langle s|S_2^a|s\rangle$, because the two minus signs from $|s\rangle$ cancel. The relation just found gives $\langle s|S_2^a|s\rangle=-\langle s|S_1^a|s\rangle$. Both hold only if the expectation value is zero. The sum over triplet final states may therefore be extended to all four states, which form a complete set:

$$\sum_{t}\langle s|S_1^a|t\rangle\langle t|S_1^b|s\rangle=\langle s|S_1^aS_1^b|s\rangle .$$

For a spin 1/2, $S^aS^b=\tfrac14\delta_{ab}+\tfrac i2\sum_c\epsilon_{abc}S^c$. The last term has zero expectation value in the singlet, so the result is $\delta_{ab}/4$. The phase factors contribute

$$\left|e^{i\mathbf Q\cdot\mathbf r_1}-e^{i\mathbf Q\cdot\mathbf r_2}\right|^2=1+1-e^{i\mathbf Q\cdot\mathbf R}-e^{-i\mathbf Q\cdot\mathbf R}=2(1-\cos\mathbf Q\cdot\mathbf R).$$

The transition tensor is the product, $\tfrac12\delta_{ab}(1-\cos\mathbf Q\cdot\mathbf R)$. Contracting it with the polarization factor requires

$$\sum_{ab}(\delta_{ab}-\hat Q_a\hat Q_b)\delta_{ab}=3-1=2 .$$

With all dimers in the singlet, the integrated intensity is therefore

$$I_{\text{cold}}(\mathbf Q)=1-\cos\mathbf Q\cdot\mathbf R .$$

The line vanishes when $\mathbf Q$ is perpendicular to $\mathbf R$, for any $Q$: both spins then receive the same phase, and their opposite amplitudes cancel. It reaches its maximum of 2 when $\mathbf Q\cdot\mathbf R$ is an odd multiple of $\pi$.

For $R=3.0$ Å and $Q=1.5$ Å$^{-1}$, the product $QR$ is 4.5. The angle between $\mathbf Q$ and $\mathbf R$ then decides the intensity:

| Angle | $\mathbf Q\cdot\mathbf R$ | Intensity |
|---|---|---|
| 0° | 4.50 | 1.211 |
| 60° | 2.25 | 1.628 |
| 90° | 0 | 0 |

The value at 60° exceeds that at 0° because 2.25 is closer to $\pi$ than 4.50 is. At 90° the tempting formula would give 2.

### Powder average

In a powder every direction of $\mathbf R$ relative to $\mathbf Q$ is equally likely. Let $\mu$ be the cosine of the angle between them, and let $x=QR$. The element of solid angle is $d\mu\,d\varphi$, so $\mu$ is uniformly distributed between $-1$ and $1$:

$$\overline{\cos\mathbf Q\cdot\mathbf R}=\frac12\int_{-1}^{1}\cos(x\mu)\,d\mu=\frac{1}{2x}\left[\sin x-\sin(-x)\right]=\frac{\sin x}{x}.$$

The polarization factor has already given the constant 2 and needs no further averaging. The result is

$$\overline{I}_{\text{cold}}(Q)=1-\frac{\sin QR}{QR}.$$

If the omitted form factor depends on the direction of $\mathbf Q$ relative to the ion, it must be included inside the average. A spherical form factor multiplies the result from outside.

At small $x$, $\sin x/x=1-x^2/6+x^4/120-\dots$, and the intensity starts as $(QR)^2/6$. At $Q=0.2$ Å$^{-1}$, where $x=0.6$, this law gives 0.0600 and the full formula 0.0589, so the law is about 2% too high relative to the full value. This region is hard to reach in practice. The smallest transfer is $k_i-k_f$, the difference of the initial and final neutron wavenumbers, so at an energy loss of 0.010 eV the value $Q=0.2$ Å$^{-1}$ needs an incident energy of about 0.3 eV or more, and $Q=0.5$ Å$^{-1}$ about 0.05 eV or more. At large $x$ the interference averages out and the intensity tends to 1.

The stationary points follow from

$$\frac{d}{dx}\frac{\sin x}{x}=\frac{x\cos x-\sin x}{x^2}=0\quad\Longrightarrow\quad\tan x=x .$$

There is no root for $0<x<\pi$, since $\tan x>x$ up to $\pi/2$ and $\tan x<0$ from there to $\pi$. The first root lies between $\pi$ and $3\pi/2$, where the cosine is negative. At any root $\sin x/x=\cos x$, and $|\cos x|=1/\sqrt{1+\tan^2x}=1/\sqrt{1+x^2}$, which falls as $x$ grows. The first root therefore gives the highest maximum:

$$x=4.493,\qquad \overline I_{\text{cold}}=1+\frac{1}{\sqrt{1+x^2}}=1.217 .$$

For $R=3.0$ Å it lies at $Q=4.493/3.0=1.498$ Å$^{-1}$. The condition $QR=\pi$, which gives the first crystal maximum for $\mathbf Q$ parallel to $\mathbf R$, does not locate the powder peak. Using it to find $R$ from the peak would give $\pi/1.498=2.1$ Å, which is 30% below the true separation. These numbers refer to the bare curve, so the form factor must be divided out of measured data first. With the tabulated spin-only form factor of Cu$^{2+}$ left in, the peak for $R=3.0$ Å lies near 1.35 Å$^{-1}$, and even $4.493/Q$ would give 3.3 Å, about 10% too large.

A form factor that decreases with $Q$ moves the observed peak to lower $Q$: at the maximum of the bare curve the slope of the product comes from the form factor alone, and it is negative.

The powder curve for the example is:

| $Q$ (Å$^{-1}$) | $QR$ | Intensity |
|---|---|---|
| 0.5 | 1.5 | 0.335 |
| 1.0 | 3.0 | 0.953 |
| 1.5 | 4.5 | 1.217 |
| 2.0 | 6.0 | 1.047 |
| 3.0 | 9.0 | 0.954 |

### Temperature dependence

A dimer can contribute to the line at $\omega=J$ only if it starts in the singlet. Relative to the singlet, each of the three triplet states has the Boltzmann weight $e^{-J/kT}$. The singlet population $p_s$ and the population $p_t$ of one triplet state are

$$p_s=\frac{1}{1+3e^{-J/kT}},\qquad p_t=p_s\,e^{-J/kT},\qquad p_s+3p_t=1 .$$

The matrix elements do not depend on temperature, so

$$I(\mathbf Q,T)=p_s(T)\,(1-\cos\mathbf Q\cdot\mathbf R),\qquad \overline I(Q,T)=p_s(T)\left(1-\frac{\sin QR}{QR}\right).$$

At $kT=J=0.010$ eV, $e^{-1}=0.368$ and $p_s=1/(1+3\times0.368)=0.475$. With both factors carried to four decimals, the powder maximum falls from 1.217 to $0.4754\times1.2172=0.579$. Other temperatures give:

| $kT$ (eV) | $p_s$ | $p_t$ | Loss line at powder maximum |
|---|---|---|---|
| 0.002 | 0.980 | 0.007 | 1.193 |
| 0.005 | 0.711 | 0.096 | 0.866 |
| 0.010 | 0.475 | 0.175 | 0.579 |
| 0.020 | 0.355 | 0.215 | 0.432 |
| 0.050 | 0.289 | 0.237 | 0.352 |

Half of the cold intensity remains when $3e^{-J/kT}=1$, that is at

$$kT=\frac{J}{\ln3}=0.0091\ \text{eV},$$

or about 106 K. For $kT\gg J$ all four states are equally populated, and one quarter of the cold intensity remains. If the threefold degeneracy were forgotten, the limit would be one half.

### Where the lost intensity goes

Warm dimers also scatter from the triplet. In the energy-gain line at $\omega=-J$ the dimer falls to the singlet. The relation $\langle s|(S_1^a+S_2^a)=0$ again gives opposite amplitudes, and the sum over the three initial states gives the same tensor as before. The gain line is therefore $p_t(1-\cos\mathbf Q\cdot\mathbf R)$. At fixed $\mathbf Q$ it is weaker than the loss line by the factor $e^{-J/kT}$.

Transitions within the triplet appear at $\omega=0$. Both states are now even under exchange, so the two sites have equal amplitudes, each half that of the total spin: $\langle t'|\mathbf S_1|t\rangle=\langle t'|\mathbf S_2|t\rangle=\tfrac12\langle t'|\mathbf S|t\rangle$. The trace of $S^aS^b$ over the triplet is unchanged by rotations and hence proportional to $\delta_{ab}$. Its sum over $a=b$ is $3\times S(S+1)=6$, so the trace is $2\delta_{ab}$. The intensity is

$$2\times p_t\times\frac14\left|e^{i\mathbf Q\cdot\mathbf r_1}+e^{i\mathbf Q\cdot\mathbf r_2}\right|^2\times2=2p_t(1+\cos\mathbf Q\cdot\mathbf R).$$

The pattern of the tempting solution thus belongs to this line. The singlet adds nothing at $\omega=0$, since $\langle s|\mathbf S_{\mathbf Q}|s\rangle=0$.

Adding the three lines gives

$$(p_s+p_t)(1-\cos\mathbf Q\cdot\mathbf R)+2p_t(1+\cos\mathbf Q\cdot\mathbf R)=1+(p_t-p_s)\cos\mathbf Q\cdot\mathbf R .$$

The thermal spin correlation is $\langle\mathbf S_1\cdot\mathbf S_2\rangle=-\tfrac34p_s+3\cdot\tfrac14p_t=\tfrac34(p_t-p_s)$, so the total equals $1+\tfrac43\langle\mathbf S_1\cdot\mathbf S_2\rangle\cos\mathbf Q\cdot\mathbf R$. The numerical check confirms this sum with a correlation computed separately from the thermal density matrix.

## When the simple form fails

The step from the transition tensor to a polarization factor of 2 needs all three triplet states in the same line. Suppose that a term $D\,S_1^zS_2^z$ is added, with $z$ along $\mathbf R$. The operator $S_1^zS_2^z$ equals $-1/4$ in the singlet and in the triplet state $m=0$, and $+1/4$ in the states $m=\pm1$. The states are unchanged, but the excitation energies become $J$ for $m=0$ and $J+D/2$ for $m=\pm1$.

Since $S_1^z|s\rangle=\tfrac12|t_0\rangle$ and the tensor is diagonal, the $m=0$ line contains the $zz$ component alone. Its polarization factor is $1-\hat Q_z^2=1-\mu^2$. For a cold powder,

$$\overline I_0=\frac12\int_0^1(1-\mu^2)\,[1-\cos(x\mu)]\,d\mu .$$

The first part of the integral is $2/3$. Integration by parts gives the second:

$$\int_0^1(1-\mu^2)\cos(x\mu)\,d\mu=\frac2x\int_0^1\mu\sin(x\mu)\,d\mu=\frac2x\left(\frac{\sin x}{x^2}-\frac{\cos x}{x}\right).$$

The boundary term of the first step is zero, because $1-\mu^2$ vanishes at $\mu=1$ and $\sin(x\mu)$ at $\mu=0$. The bracket is the spherical Bessel function $j_1(x)$, so

$$\overline I_0=\frac13-\frac{j_1(x)}{x}.$$

The $m=\pm1$ line carries the remainder of $1-\sin x/x$.

For $D=0.002$ eV and $Q=1.0$ Å$^{-1}$, where $x=3.0$, the line at 0.010 eV has intensity 0.218 and the line at 0.011 eV has 0.735. Their sum is the 0.953 of the unsplit triplet, but the $m=0$ share is 0.229 instead of one third. If the instrument resolves the splitting, the factor $1-\sin x/x$ applies to the sum of the lines and not to each one. The cold result requires the singlet to remain the ground state, $D>-2J$. In a warm sample the weight of the sum is the singlet population of the split spectrum, $p_s=1/\left(1+e^{-J/kT}+2e^{-(J+D/2)/kT}\right)$, which is 0.492 instead of 0.475 at $kT=0.010$ eV for this $D$.

The sign of $J$ matters as well. For $J<0$ the triplet is the ground level, and the energy-loss line lies at $\omega=|J|$ and leads from the triplet to the singlet. It keeps the factor $1-\cos\mathbf Q\cdot\mathbf R$, but its weight is $p_t=1/(3+e^{J/kT})$, which tends to $1/3$ at low temperature.

## Table of computed values

```
exchange J = 0.010 eV
spin separation R = 3.0 angstrom
singlet energy = -0.0075 eV
triplet energy = 0.0025 eV
gap = 0.0100 eV
single crystal, cold, Q = 1.5 1/angstrom:
  angle 0 deg: Q.R = 4.5000 rad, intensity = 1.2108
  angle 60 deg: Q.R = 2.2500 rad, intensity = 1.6282
  angle 90 deg: Q.R = 0.0000 rad, intensity = 0.0000
powder, cold (Q in 1/angstrom, intensity dimensionless):
  Q = 0.2: QR = 0.6, intensity = 0.0589
  Q = 0.5: QR = 1.5, intensity = 0.3350
  Q = 1.0: QR = 3.0, intensity = 0.9530
  Q = 1.5: QR = 4.5, intensity = 1.2172
  Q = 2.0: QR = 6.0, intensity = 1.0466
  Q = 3.0: QR = 9.0, intensity = 0.9542
small-Q law (QR)^2/6 at Q = 0.2: 0.0600
powder maximum: QR = 4.4934 rad
powder maximum: Q = 1.4978 1/angstrom
powder maximum: intensity = 1.2172
temperature (kT in eV; populations; loss at powder maximum):
  kT = 0.002: p_s = 0.9802, p_t = 0.0066, loss = 1.1931
  kT = 0.005: p_s = 0.7112, p_t = 0.0963, loss = 0.8657
  kT = 0.010: p_s = 0.4754, p_t = 0.1749, loss = 0.5786
  kT = 0.020: p_s = 0.3547, p_t = 0.2151, loss = 0.4317
  kT = 0.050: p_s = 0.2893, p_t = 0.2369, loss = 0.3522
half intensity at kT = 0.00910 eV
half intensity at T = 105.6 K
hot-limit loss / cold loss = 0.2500
split triplet: D = 0.002 eV, Q = 1.0 1/angstrom
  m = 0 line at 0.0100 eV: intensity = 0.2181
  m = +-1 line at 0.0110 eV: intensity = 0.7349
  sum = 0.9530
  m = 0 share of the sum = 0.2289
```
